# Finite image energy of an electron at a Thomas-Fermi metal surface

## A charge inside a uniform metal

Let a fixed point charge sit deep inside a metal whose electrons respond statically, linearly and locally. Where the electrostatic potential is $\varphi$, the electron energy levels shift by $-e\varphi$. The Fermi level must stay uniform, so the electron density changes by $\delta n=g\,e\varphi$, where $g$ is the density of states at the Fermi level per volume and energy, both spins included. The induced charge density is $\rho=-e\,\delta n=-e^2g\varphi$, and Poisson's equation becomes

$$\nabla^2\varphi=k^2\varphi,\qquad k^2\equiv k_{TF}^2=\frac{e^2g}{\varepsilon_0}.$$

This is linearized Thomas-Fermi screening, with the potential set to zero far away in the metal. The permittivity of the background is taken as $\varepsilon_0$.

From here on I use Hartree atomic units, where $e^2/4\pi\varepsilon_0=1$, $\nabla^2\varphi=-4\pi\rho$ and $\rho=-k^2\varphi/4\pi$. The external charge is written as $+1$. In a linear theory the energy is quadratic in this charge, so an electron has the same energy.

The potential of the charge is $e^{-kr}/r$. Without its own bare field, what remains at the charge is

$$\varphi_{ind}(0)=\lim_{r\to0}\frac{e^{-kr}-1}{r}=-k .$$

Build the charge up from $0$ to $1$. At charge $Q$ the induced potential is $-kQ$, so the work is $\int_0^1(-kQ)\,dQ=-k/2$. The energy is finite because the screening cloud has a finite size, about $1/k$.

At a surface, metal fills only half of the space around the charge. The energy should then lie between $0$ and $-k/2$. The classical image energy $-1/(4d)$ instead goes to $-\infty$ as the height $d$ goes to zero. It assumes a perfect conductor, which screens within zero thickness. Two derivations now show that the Thomas-Fermi value is

$$W(0)=-\frac{k}{3}\quad\text{(Hartree)}\;=\;-\frac{e^2k_{TF}}{12\pi\varepsilon_0}.$$

Here $W(d)$ is the reversible work of bringing the charge from infinity to height $d$. The metal fills $z<0$ and ends sharply, the vacuum fills $z>0$, and both have background permittivity $\varepsilon_0$.

## First derivation: work against the force

**Matching the potential.** Put the charge at $z=d>0$ on the axis, and write

$$\varphi(\mathbf s,z)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf s}\,\varphi_q(z),$$

where $\mathbf s$ is the position in the plane. In vacuum the bare charge gives $(2\pi/q)e^{-q|z-d|}$. The metal adds a part that must decay upwards, so between the surface and the charge

$$\varphi_q=\frac{2\pi}{q}\left[e^{-q(d-z)}-R\,e^{-q(d+z)}\right].$$

In the metal $\varphi_q''=(q^2+k^2)\varphi_q$. The solution that vanishes deep inside is $Te^{\kappa z}$, with $\kappa=\sqrt{q^2+k^2}$. There is no surface charge sheet and no jump in permittivity, so $\varphi_q$ and $\varphi_q'$ are both continuous at $z=0$:

$$\frac{2\pi}{q}e^{-qd}(1-R)=T,\qquad \frac{2\pi}{q}e^{-qd}\,q(1+R)=\kappa T .$$

Dividing the second equation by the first gives $q(1+R)=\kappa(1-R)$, hence

$$R(q)=\frac{\kappa-q}{\kappa+q}.$$

Long waves have $R\to1$, as for a perfect conductor. Short waves have $R\to0$, because the metal cannot screen a potential that varies much faster than $1/k$.

**Force and work.** On the axis $d^2q=2\pi q\,dq$, so the induced potential is

$$\varphi_{ind}(z)=-\int_0^\infty R\,e^{-q(z+d)}\,dq .$$

The force on the charge is $-\partial_z\varphi_{ind}$, taken at fixed source height and then evaluated at $z=d$:

$$F_z(d)=-\int_0^\infty qR\,e^{-2qd}\,dq .$$

It points towards the metal. The external agent supplies $-F_z$, so

$$W(d)=-\int_\infty^dF_z(s)\,ds=-\int_d^\infty ds\int_0^\infty qR\,e^{-2qs}\,dq=-\frac12\int_0^\infty R\,e^{-2qd}\,dq .$$

The order of integration may be exchanged because the integrand is nowhere negative. The factor $\tfrac12$ comes from $\int_d^\infty e^{-2qs}ds=e^{-2qd}/2q$: the image moves as the charge moves. For $k\to\infty$, $R=1$ and $W=-1/(4d)$, the classical result.

**The surface value.** As $d$ decreases to zero the integrand grows monotonically to $R$, so the limit may be taken under the integral. Set $q=k\sinh t$. Then $\kappa=k\cosh t$, $dq=k\cosh t\,dt$, and

$$R=\frac{\cosh t-\sinh t}{\cosh t+\sinh t}=\frac{e^{-t}}{e^{t}}=e^{-2t}.$$

Therefore

$$\int_0^\infty R\,dq=k\int_0^\infty e^{-2t}\cosh t\,dt=\frac k2\int_0^\infty\left(e^{-t}+e^{-3t}\right)dt=\frac k2\left(1+\frac13\right)=\frac{2k}{3},$$

and $W(0)=-\tfrac12\cdot\tfrac{2k}{3}=-k/3$. Multiplying by $e^2/4\pi\varepsilon_0$ gives the SI form.

**The force is not finite.** Multiplying the numerator and denominator of $R$ by $\kappa+q$ gives $R=k^2/(\kappa+q)^2$, which tends to $k^2/4q^2$ for $q\gg k$. For small $d$ the force integrand is then close to $k^2/4q$ between $q\sim k$ and $q\sim1/d$, so to leading logarithm

$$|F_z|\simeq\frac{k^2}{4}\ln\frac1{kd}.$$

A logarithm is integrable, which is why the energy stays finite. Numerically, with $k=1$, the force grows by $0.24998$ per unit of $\ln(1/d)$ between $d=10^{-4}$ and $10^{-5}$.

## Second derivation: switching on the screening

Now leave the charge on the surface and let the metal's ability to screen grow from nothing. Write $\lambda=k^2$. Adding $\delta n$ electrons per volume to the levels above the Fermi energy costs $\delta n^2/2g$ beyond the term linear in $\delta n$, which drops out for exchange with a reservoir at the Fermi level. In Hartree units $g=\lambda/4\pi$, so this cost is $2\pi\rho^2/\lambda$. The energy relative to the undisturbed metal and the isolated charge is

$$E[\rho;\lambda]=\int\frac{\rho}{r}\,d^3r+\frac12\iint\frac{\rho\rho'}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'+\frac{2\pi}{\lambda}\int\rho^2\,d^3r ,$$

with $\rho$ confined to the metal and $r$ measured from the charge. Setting the variation to zero gives $1/r+\varphi_{ind}+4\pi\rho/\lambda=0$, which is the Thomas-Fermi relation $\rho=-\lambda\varphi/4\pi$. The quadratic terms are positive, so this is the minimum.

At the minimum a small change of $\rho$ does not alter $E$ to first order. Only the explicit $\lambda$ contributes to the derivative:

$$\frac{dE}{d\lambda}=-\frac{2\pi}{\lambda^2}\int\rho^2\,d^3r=-\frac1{8\pi}\int_{metal}\varphi^2\,d^3r .$$

The uniform metal shows how this works. There $\int\varphi^2d^3r=4\pi\int_0^\infty e^{-2kr}dr=2\pi/k$, so $dE/d\lambda=-1/(4\sqrt\lambda)$. Integration from zero gives $-\sqrt\lambda/2=-k/2$, as before.

For the charge on the surface the modes are $Ae^{-qz}$ above and $Ae^{\kappa z}$ below. The point charge makes the slope jump by $-4\pi$, so $-(q+\kappa)A=-4\pi$ and $A=4\pi/(\kappa+q)$. By Parseval's theorem,

$$\int_{metal}\varphi^2\,d^3r=\int_0^\infty\frac{q\,dq}{2\pi}\,\frac{16\pi^2}{(\kappa+q)^2}\int_{-\infty}^0e^{2\kappa z}dz=4\pi\int_0^\infty\frac{q\,dq}{\kappa(\kappa+q)^2}.$$

With $q=k\sinh t$ we have $q\,dq/\kappa=k\sinh t\,dt$ and $(\kappa+q)^2=k^2e^{2t}$. The integral becomes

$$\frac{4\pi}{k}\int_0^\infty e^{-2t}\sinh t\,dt=\frac{4\pi}{k}\cdot\frac12\left(1-\frac13\right)=\frac{4\pi}{3k}.$$

Hence $dE/d\lambda=-1/(6\sqrt\lambda)$. The length $1/k$ is the only one in the problem, so $E$ is proportional to $k$ and vanishes at $\lambda=0$. Integration gives

$$W(0)=-\int_0^{k^2}\frac{d\lambda}{6\sqrt\lambda}=-\frac k3 .$$

A direct numerical solution in real space, with the charge on the surface and $k=1$, gives $-0.33307$ for the full functional $E$ on the finer of two grids. This is within 0.1 % of $-1/3$.

## What each derivation assumes

Both use a classical point charge, a sharp edge, and a static, linear, local response. They differ in what else they need.

The first needs the metal to be in equilibrium at every height on the way in, but it needs no expression for the metal's internal energy. It gives the whole curve $W(d)$. The formula with $R$ also holds for other linear surfaces that are uniform and isotropic in the plane and have a static reflection factor $R(q)$, as long as the charge lies outside all of the metal's electron density. If that density ends at $z=0$, the energy there is finite if $\int R\,dq$ converges. For a charge inside a spilled-out tail the formula does not apply.

The second never moves the charge and takes no limit $d\to0$, but it needs an energy functional in which $\lambda$ appears in one known term. It also shows why the result is finite. Near the charge $\varphi\sim1/r$, and $\int\varphi^2r^2dr$ converges there. As $\lambda\to0$ the screening cloud spreads without limit and $dE/d\lambda$ grows as $1/\sqrt\lambda$, but this can still be integrated from zero.

The condition on the background shows the difference well. Give the metal a relative background permittivity $\varepsilon$, with $k^2=e^2g/\varepsilon\varepsilon_0$. The normal displacement is now continuous, so $q(1+R)=\varepsilon\kappa(1-R)$ and

$$R=\frac{\varepsilon\kappa-q}{\varepsilon\kappa+q}\;\to\;\frac{\varepsilon-1}{\varepsilon+1}\quad(q\to\infty).$$

In the first derivation $\int R\,dq$ then diverges, and $W\simeq-\frac{\varepsilon-1}{\varepsilon+1}\frac1{4d}$ close to the surface. For $\varepsilon=1.2$ the predicted value of $-4dW$ is $0.0909$, and the numerical value at $d=10^{-5}$ (with $k=1$) is $0.09092$. In the second derivation the screening by mobile electrons still adds a finite energy. The divergence lies in the starting point: at $\lambda=0$ there remains a dielectric half-space with its own classical image. The finite value $-k/3$ therefore requires equal backgrounds on both sides.

Linearity is a shared assumption that fails at $d=0$. The potential grows as $1/r$ near the charge, so $\delta n=g\,e\varphi$ cannot stay small there. Close enough to an external electron, the linear formula removes more electrons per volume than the metal contains there. The value $-k/3$ is a property of the linear model.

## Far from the surface

Since $R=e^{-2t}$ with $t=\operatorname{arsinh}(q/k)=q/k-q^3/6k^3+\dots$,

$$R=e^{-2q/k}\left(1+\frac{q^3}{3k^3}+\dots\right).$$

Let $D=d+1/k$. Using $\int_0^\infty q^3e^{-2qD}dq=6/(2D)^4$,

$$W(d)=-\frac1{4D}-\frac1{16k^3D^4}+\dots$$

The classical form survives, with the image plane a distance $1/k$ inside the metal. Because $\operatorname{arsinh}x\le x$, we have $R\ge e^{-2q/k}$, so $W\le-1/(4D)$ at every height. At $d=0$ the shifted image gives $-k/4$, which is too weak by a quarter of the true value $-k/3$.

An applied field that pulls electrons out with force $f$ also enters the metal. Inside, its contribution to the electron energy is $-(f/k)e^{kz}$, which has slope $-f$ at the surface. Outside it is therefore $-f(d+1/k)=-fD$, relative to the deep metal. To leading order the total is $-1/(4D)-fD$. Its maximum lies at $D=1/(2\sqrt f)$, where both terms equal $-\sqrt f/2$. The barrier is lowered by $\sqrt f$, the classical Schottky value, because the image plane and the field shift by the same $1/k$.

## Titanium facing vacuum

Take rough values for titanium: 57 atoms per nm³ and 0.9 states per eV and atom, so $g=51.3$ eV⁻¹ nm⁻³. With $e^2/4\pi\varepsilon_0=1.440$ eV nm,

$$k=\sqrt{4\pi\times1.440\times51.3}\;\text{nm}^{-1}=30.5\ \text{nm}^{-1},\qquad \frac1k=0.033\ \text{nm},$$

$$W(0)=-\frac{1.440\times30.5}{3}\ \text{eV}=-14.6\ \text{eV}=-0.54\ \text{hartree}.$$

| $d$ (nm) | $W$ (eV) | classical (eV) | shifted (eV) |
|---|---|---|---|
| 0 | −14.6 | $-\infty$ | −11.0 |
| 0.03 | −5.90 | −12.0 | −5.73 |
| 0.1 | −2.72 | −3.60 | −2.71 |
| 1 | −0.349 | −0.360 | −0.349 |

In this model the shifted image is already good to better than 1 % at 0.1 nm, about three screening lengths.

In a field of 0.1 MV/cm the force is $f=0.01$ eV/nm. The lowering is $\sqrt{1.440\times0.01}=0.120$ eV. The maximum is at $D=\sqrt{1.440/0.04}=6.00$ nm, so $d=5.97$ nm. Leaving out the field penetration would change the barrier by $f/k=0.33$ meV.

How far can these numbers be trusted for real titanium? The surface value cannot be read as a measurable energy. The screening length is about an eighth of the mean atomic spacing $a=(57\ \text{nm}^{-3})^{-1/3}=0.26$ nm, and 59 % of $W(0)$ comes from wave numbers above $\pi/a$, where a smooth metal has no meaning. Changing the density of states by ±20 % alone moves $W(0)$ between −13.1 and −16.0 eV, and the real uncertainty is larger. The value 0.9 belongs to hexagonal titanium. Above about 1155 K, and so at the 1200 K used below, titanium is body-centred cubic with a higher density of states, and doubling $g$ gives −20.7 eV. Four free electrons per atom would give only 0.44 states per eV and atom and −10.2 eV. To leading order the barrier lowering does not depend on $g$. Local response fails as well, because the screening length is shorter than $1/k_F=0.053$ nm, where $k_F$ is the Fermi wave number for four free electrons per atom. Static response fails too. An electron that has fallen through 14.6 eV travels 0.08 nm in the time $1/\omega_p$, with $\hbar\omega_p=17.7$ eV for four free electrons per atom, and this is more than the screening length. Polarizable ion cores also break the condition of equal backgrounds.

The barrier top is much safer. The potential energy shift at the metal surface below the charge is 0.86 eV for a charge at 0.3 nm, but 0.003 eV for one at 5.97 nm, so linear response is reasonable there. Real electrons spill out of the metal, which moves the image plane outwards. If it lay 0.1 nm outside the edge, $W$ at 1 nm would change by −0.05 eV, or 15 %. The image plane would then lie $0.1+0.033=0.133$ nm further out than in the model. The barrier top would move out by the same distance, but to leading order its lowering would stay $\sqrt f$. In linear response the potential of the applied field outside the metal extrapolates to zero at the image plane, so the two shift together. At 1200 K the thermal energy is 0.103 eV. For a parabolic barrier top, the gain from tunnelling below the top and the loss from reflection above it nearly cancel, which leaves a net gain in current of 0.1 %. This leaves out reflection where the potential falls steeply near the metal, which can change the current by more.

Titanium is used as a contact metal, but with a work function of roughly 4 eV it is a poor thermionic emitter at this temperature. On a real surface, roughness can change the barrier top more than the corrections to it estimated above: where it raises the local field fourfold over a region much wider than the barrier distance, the lowering doubles to 0.24 eV. The numerical output gives the remaining values.

## Calculated quantities

```
TESTS (Hartree units, k = 1)
W(0) by quadrature: -0.33333333
half induced potential, real space, coarse grid: -0.33332
half induced potential, real space, fine grid: -0.33328
energy functional, real space, coarse grid: -0.33265
energy functional, real space, fine grid: -0.33307
largest relative error of reflection factor: 7.1e-05
-4 d W at d = 1e-05, background 1.2: 0.09092
force growth per unit of ln(1/d): 0.24998
W + 1/(4D) at D = 11: -4.201e-06; term: -4.269e-06
extra lowering at F = 0.001: 9.916e-07; F^2: 1.000e-06
EXAMPLE: titanium, rough inputs
atomic density: 57 per nm^3
density of states: 0.9 per eV and atom
density of states per volume: 51.3 per eV nm^3
e^2/(4 pi eps0): 1.43996 eV nm
k_TF: 30.47 1/nm = 1.612 1/bohr
screening length: 0.0328 nm
W(0): -14.62 eV = -0.5374 hartree
d (nm), W (eV), classical image (eV), shifted image (eV)
0.00  -14.6241  -infinity  -10.9681
0.01  -9.2149  -35.9991  -8.4068
0.03  -5.9002  -11.9997  -5.7304
0.10  -2.7197  -3.5999  -2.7103
0.30  -1.0819  -1.2000  -1.0816
1.00  -0.3486  -0.3600  -0.3486
3.00  -0.1187  -0.1200  -0.1187
applied field: 0.1 MV/cm
barrier top at d: 5.967 nm
barrier lowering: 0.12000 eV
classical Schottky lowering: 0.12000 eV
energy from field penetration: 0.328 meV
NEGLECTED EFFECTS
atomic spacing a: 0.260 nm
share of W(0) from q above pi/a: 58.8 %
surface energy shift, charge at 0.30 nm: 0.8563 eV
surface energy shift, charge at 1.00 nm: 0.0886 eV
surface energy shift, charge at 5.97 nm: 0.0026 eV
plasma energy, 4 free electrons per atom: 17.7 eV
lag length v/omega_p after falling by |W(0)|: 0.084 nm
W at 1 nm: -0.3486 eV
change at 1 nm, image plane at +0.1 nm: -0.0514 eV
W(0) for density of states -20 %: -13.08 eV
W(0) for density of states +20 %: -16.02 eV
thermal energy at 1200 K: 0.1034 eV
barrier quantum hbar omega: 15.94 meV
current factor from tunnelling near the top: 1.00099
```
